Fierz Identities of One Four-Spinor and the Bound on Dirac Current

**The result**

Let ψ be a four-component spinor at one point in space, with ordinary complex numbers as components. Write n = ψ†ψ for the density and u = ψ†αψ for the current divided by c. There are two further real numbers S and P, quadratic in ψ, such that

n² − u² = S² + P².     (1)

The right-hand side cannot be negative, so the number current j = cu obeys

|j| ≤ c n.     (2)

The four-current (cn, j) is therefore timelike, or null when S = P = 0. For ψ ≠ 0 it is future-directed, because n > 0.

Equation (1) belongs to a family of quadratic relations, the Fierz identities, among the sixteen real bilinears of ψ. The first derivation below proves (1) with its companions. The second proves (1) by another road, and the five matrices it introduces are then used to extend (2) to many electrons.

**Conventions**

In the standard representation ψ = (φ, χ), with two-component φ and χ. The matrix β changes the sign of χ, γ5 exchanges φ and χ, Σ applies the Pauli matrices σ to both, and α = γ5Σ. The bilinears are

n = ψ†ψ,  u = ψ†αψ,  h = ψ†γ5ψ,  s = ψ†Σψ,
S = ψ†βψ,  P = ψ†(−iβγ5)ψ,  m = ψ†βΣψ,  d = ψ†(−iβα)ψ.

Every matrix here is Hermitian, so all sixteen numbers are real. Hartree atomic units are used, in which c = 137.036.

The name "current" for cu comes from the Dirac equation i∂ψ/∂t = (cα·p + βc² + V)ψ. For a real local potential V, the terms in β and V cancel from ∂(ψ†ψ)/∂t, and what remains is ∂n/∂t = −∇·(cψ†αψ). The identities themselves are algebra at a point and do not need this equation.

**First derivation: two chiral spinors**

Define R = (φ + χ)/√2 and L = (φ − χ)/√2, so that φ = (R + L)/√2 and χ = (R − L)/√2. For M equal to the unit matrix or a Pauli matrix, direct multiplication gives

φ†Mφ + χ†Mχ = R†MR + L†ML,
φ†Mχ + χ†Mφ = R†MR − L†ML,
φ†Mφ − χ†Mχ = L†MR + R†ML = 2 Re(L†MR),
−i(φ†Mχ − χ†Mφ) = −i(L†MR − R†ML) = 2 Im(L†MR).

With the abbreviations

r₀ = R†R,  ρ = R†σR,  l₀ = L†L,  λ = L†σL,  w = L†R,  W = L†σR,

the sixteen bilinears become

n = r₀ + l₀,  h = r₀ − l₀,  u = ρ − λ,  s = ρ + λ,
S + iP = 2w,  m + id = 2W.

One fact about Pauli matrices is needed. The unit matrix and the σₖ form a basis of the 2×2 matrices, with Tr σᵢσₖ = 2δᵢₖ and Tr σₖ = 0. Hence any 2×2 matrix M satisfies

M = ½[Tr M + Σₖ σₖ Tr(σₖM)].     (3)

Written in components, with repeated indices c and d summed, this is

δ_ad δ_bc M_dc = ½[δ_ab δ_cd + Σₖ(σₖ)_ab(σₖ)_cd] M_dc.

Since M is arbitrary, the coefficients of M_dc agree:

Σₖ(σₖ)_ab(σₖ)_cd = 2δ_ad δ_bc − δ_ab δ_cd.

Contracting with four two-component spinors A, B, C, D gives

(A†σB)·(C†σD) = 2(A†D)(C†B) − (A†B)(C†D).     (4)

Four choices of the spinors in (4) are used:

R, R, R, R:  ρ² = 2r₀² − r₀² = r₀²,
L, L, L, L:  λ² = l₀²,
R, R, L, L:  ρ·λ = 2|w|² − r₀l₀,
L, R, L, R:  W·W = 2w² − w² = w².

The first two say that each chiral part alone carries a null current. The third measures how far the sum of the two is from null:

n² − u² = (r₀ + l₀)² − (ρ − λ)²
= r₀² + l₀² − ρ² − λ² + 2(r₀l₀ + ρ·λ)
= 4|w|² = S² + P².

This is (1). In the same way,

s² − h² = (ρ + λ)² − (r₀ − l₀)² = 2(r₀l₀ + ρ·λ) = S² + P²,     (5)
u·s = ρ² − λ² = r₀² − l₀² = nh.     (6)

The choice L, R, L, R gives (m + id)·(m + id) = (S + iP)², whose real and imaginary parts are

m² − d² = S² − P²,  m·d = SP.     (7)

For the remaining identities take the product w*W, whose component k is R†(LL†)σₖR. Equation (3) with M = LL† gives LL† = ½(l₀ + λ·σ). Using σⱼσₖ = δⱼₖ + iΣₚεⱼₖₚσₚ,

w*Wₖ = ½[l₀ρₖ + r₀λₖ + iΣⱼₚ εⱼₖₚ λⱼρₚ].

A cyclic change of indices, εⱼₖₚ = εₖₚⱼ, shows that the last sum is (ρ × λ)ₖ. Therefore

(S − iP)(m + id) = 4w*W = 2(l₀ρ + r₀λ) + 2iρ × λ.

On the other side,

ns − hu = (r₀ + l₀)(ρ + λ) − (r₀ − l₀)(ρ − λ) = 2r₀λ + 2l₀ρ,
u × s = (ρ − λ) × (ρ + λ) = ρ × λ − λ × ρ = 2ρ × λ.

Comparing real and imaginary parts,

Sm + Pd = ns − hu,  Sd − Pm = u × s.     (8)

When S and P are not both zero, (8) fixes m and d from the other ten bilinears. When both vanish it does not.

**Boosts, the rest frame and the null case**

The word "timelike" requires (n, u) to be a four-vector. A boost of rapidity η along the unit vector e acts as exp(ηe·α/2). Since α acts as +σ on R and −σ on L,

R′ = exp(ηe·σ/2)R,  L′ = exp(−ηe·σ/2)L.

The two exponentials cancel in L′†R′, so w, and with it S and P, is unchanged. Because (e·σ)² = 1, exp(±ηe·σ) = cosh η ± e·σ sinh η, and

n′ = R†exp(ηe·σ)R + L†exp(−ηe·σ)L = n cosh η + e·u sinh η.

The component along e contains one more factor e·σ, which exchanges the roles of the two terms:

e·u′ = e·u cosh η + n sinh η.

For a direction t perpendicular to e, t·σ anticommutes with e·σ. Moving it through one exponential inverts that exponential, the two cancel, and t·u is unchanged. This is the Lorentz transformation of a four-vector.

If u = 0, the spinor is already in its local rest frame. If 0 < |u| < n, the choice e = u/|u| and tanh η = −|u|/n gives u′ = 0, and the density in that local rest frame is

n′ = (n − u²/n)/√(1 − u²/n²) = √(n² − u²) = √(S² + P²).

Thus √(S² + P²) is the proper density. No such frame exists when w = L†R = 0. This happens when one chiral part vanishes, or when both are present and orthogonal.

**Second derivation: a partner spinor**

Write X⊗Y for a matrix in which X acts on the pair (φ, χ) and Y on the two spin components. Then

α = σx⊗σ,  γ5 = σx⊗1,  Σ = 1⊗σ,  β = σz⊗1,
−iβγ5 = σy⊗1,  βΣ = σz⊗σ,  −iβα = σy⊗σ.

With the unit matrix these are the sixteen products of {1, σx, σy, σz} with itself. The trace of the product of two of them is 4 if they are equal and 0 otherwise, so they form a basis of the 4×4 matrices. The matrix D = ψψ† is therefore

D = ¼(n + a·Γ + B),
B = hγ5 + s·Σ + m·(βΣ) + d·(−iβα).

Here Γ collects the five matrices αx, αy, αz, β and −iβγ5, and a = (u, S, P) is the corresponding five-component vector. The product form shows that the five Γ's anticommute with one another and square to one, so (a·Γ)² = a².

Now define a partner spinor ψ′ = Mψ*, with M = iβΣy = σz⊗(iσy). This M is real, orthogonal and antisymmetric. Orthogonality gives ψ′†ψ′ = n. Antisymmetry gives

ψ†ψ′ = Σᵢⱼ ψᵢ* Mᵢⱼ ψⱼ* = 0.

The bilinears of ψ′ follow from ψ′†Oψ′ = ψ†(MᵀO*M)ψ, where the real left side has been replaced by its complex conjugate. In the spin factor, σyσₖ*σy = −σₖ, so every σ there changes sign. In the other factor, σzX*σz leaves 1, σy and σz unchanged and reverses σx. For α the two signs cancel. The matrices 1, β and −iβγ5 have no sign to begin with. The ten matrices in B each receive one minus sign. Hence

D′ = ψ′ψ′† = ¼(n + a·Γ − B),
D + D′ = ½(n + a·Γ).

The partner has the same density, current, S and P, and is orthogonal to ψ. Since D² = nD, D′² = nD′ and DD′ = D′D = 0,

(D + D′)² = n(D + D′),
¼(n² + a² + 2n a·Γ) = ½(n² + n a·Γ).

The coefficients of a·Γ agree already. Those of the unit matrix give a² = n², that is,

u² + S² + P² = n²,

which is (1) again.

The difference D − D′ = ½B supplies more identities. Its square is also n(D + D′), so B² = 2n² + 2n a·Γ. When B is squared, γ5 anticommutes with βΣ and with −iβα, and those cross terms vanish. The surviving ones are

γ5 with Σ:  2h s·α,
Σ with βΣ:  2(s·m)β,
Σ with −iβα:  2(s·d)(−iβγ5),
βΣ with −iβα:  2(m × d)·α.

The last uses σzσy = −iσx and [σᵢ, σⱼ] = 2iΣₖεᵢⱼₖσₖ. Comparing coefficients,

nu = hs + m × d,  nS = s·m,  nP = s·d.     (9)

**What each derivation assumes**

Both take the components of ψ to be commuting complex numbers. For anticommuting field components, reordering changes signs, and these formulas cannot be carried over as they stand. Neither derivation uses the Dirac equation, a particular potential or a normalization.

The first needs the chiral split and completeness of the 2×2 matrices. It shows why the current is causal: it is a sum of two future-directed null vectors. It also makes the behaviour under boosts plain. The second needs completeness of the 4×4 matrices and the partner spinor. It treats u, S and P alike, as components of one five-vector of length n.

Both proofs of the equality use a single spinor. In the first, w*w = (R†L)(L†R) is built from one R and one L. In the second, D² = nD and DD′ = 0 hold because D is a single product ψψ†. A sum over several spinors usually breaks the equality, but not always: for ψ and its partner together, n and a both double, and the equality survives.

The inequality needs less. Let D be any positive semidefinite 4×4 matrix with trace N, and let A = (U, S, P) be its traces with the five Γ's. For A ≠ 0 put G = A·Γ/|A|. Then G² = 1, so the eigenvalues of G are ±1, the matrix 1 − G is positive semidefinite, and

0 ≤ Tr[D(1 − G)] = N − |A|,
N² ≥ U² + S² + P².     (10)

In four-component Kohn–Sham theory D is the sum of ψᵢψᵢ† over orbitals with nonnegative occupations, so (2) holds for the total density and current. It also holds for the local one-particle density matrix of a correlated wavefunction of electrons, which is positive semidefinite. A vacuum-subtracted density matrix is a difference of such matrices, and this proof then does not apply.

**A spinor to check by hand**

Take ψ = (2, 0, 1+i, i). Then φ†φ = 4 and χ†χ = 2 + 1 = 3, so n = 7 and S = 1. From φ†χ = 2 + 2i, P = 2 Im(φ†χ) = 4. The other bilinears are u = (0, 4, 4), h = 4, s = (2, 2, 5), m = (−2, −2, 3) and d = (4, 0, 4). Equation (1) reads

49 − 32 = 17 = 1 + 16.

For (6), nh = 28 and u·s = 8 + 20 = 28. For (9), s·m = −4 − 4 + 15 = 7 = nS, and s·d = 8 + 20 = 28 = nP.

**The 1s state of a heavy one-electron ion**

For a point nucleus of charge Z < c, try

φ = Gη,  χ = iκG σᵣη,  G ∝ r^(γ−1) e^(−Zr),

with constant κ, a fixed unit two-spinor η, and σᵣ = σ·r/r. From σ·p = −iσ·∇,

σ·pφ = −iG′σᵣη,  σ·pχ = κ(G′ + 2G/r)η.

The two halves of the Dirac equation, with E including the rest energy c², become

(c² − Z/r − E)G + cκ(G′ + 2G/r) = 0,
cG′ + κ(c² + Z/r + E)G = 0.

Insert G′/G = (γ − 1)/r − Z. The 1/r terms give κ = Z/[c(1 + γ)] from the first equation and κ = c(1 − γ)/Z from the second. They agree if γ = √(1 − Z²/c²). The constant terms of the first give E = c² − cκZ = γc². Those of the second require κ(c² + E) = cZ, which then holds.

Let η be spin up along z. Then n = G²(1 + κ²), S = G²(1 − κ²) and P = 2 Im(φ†χ) = 2κG² cos θ. The current is

u = 2 Re(φ†σχ) = 2κG² ẑ × r̂,

which has magnitude 2κG² sin θ and circles the z axis. Since κ² = (1 − γ)/(1 + γ), we have 1 + κ² = 2/(1 + γ), and so

|j|/n = Z sin θ,  S/n = γ,  P/n = (Z/c) cos θ.     (11)

The radius has dropped out. The squares of |u|/n, S/n and P/n add to γ² + Z²/c² = 1, as (1) demands.

For Z = 80, Z/c = 0.5838 and γ = 0.8119. At θ = 60° the three ratios are 0.5056, 0.8119 and 0.2919, with

0.2556 + 0.6592 + 0.0852 = 1.0000.

On the equator the speed is 80 atomic units, or 1.75 × 10⁸ m/s, which is 58% of c. At r = 1/Z = 0.0125 bohr the density is 2.335 × 10⁴ bohr⁻³ and the current 1.868 × 10⁶ atomic units, against a bound cn of 3.200 × 10⁶. The proper density there is γn = 1.896 × 10⁴ bohr⁻³.

In this model the equatorial speed grows in proportion to Z, from 1 atomic unit at Z = 1. As Z approaches c it approaches c, while S on the equator goes to zero. Since P is zero on the equator for every Z, the current there becomes null. Nuclear size, nuclear motion and radiative corrections are left out. That the radius drops out of (11) is a property of the point nucleus. For Z = 80 and a uniformly charged sphere of radius 7.06 fm, the density at r = 1/Z is unchanged to the digits shown, the current there becomes 1.867 × 10⁶ and the energy rises by 2.0 hartree. The equatorial speed is then 79.96 at r = 1/Z, 79.5 at 0.1/Z, 60 at 0.01/Z (near the nuclear surface) and 15 at 0.002/Z.

Now fill both 1s spin states, neglecting electron repulsion. Reversing η reverses u and P but keeps n and S. In the sum U = 0 and P = 0, so (N² − U²)/N² = 1, while (S² + P²)/N² = γ² = 0.659. The equality (1) has become the strict inequality (10).

**The weakly relativistic limit and a place where the bound is reached**

When kinetic and potential energies are small compared with c², the lower half of the Dirac equation gives χ ≈ σ·pφ/(2c) to leading order. Then

j = 2c Re(φ†σχ) ≈ Re(φ†pφ) + ½∇ × (φ†σφ),

by σₖσⱼ = δₖⱼ + iΣₗεₖⱼₗσₗ. The first term is the orbital current and the second the spin current. For a 1s state with real G the first vanishes, so the circulation in (11) is a spin current where this limit applies. It does not apply where Z/r is not small compared with c². For Z = 1 the spin current matches the exact current to 0.3% at r = 0.01 bohr and fails only much closer to the nucleus. For Z = 80 it is already 8% too large at r = 1/Z, and too large by a factor of 2.6 at r = 0.1/Z.

If the density is also approximated, by φ†φ alone, the bound can fail. Near a nodal line along z, let φ = f(x + iy)η with constant f and η spin down, and let q be the distance from the line. The orbital and spin currents each contribute qf² in the same sense, so |j| = 2qf². Division by φ†φ = q²f² gives a speed 2/q, which exceeds c for q < 2/c.

The lower component repairs this. Here χ = −i(f/c)η↑, with η↑ spin up, so n = f²(q² + 1/c²) and

|j|/(cn) = 2qc/(1 + q²c²) = 1 − (1 − qc)²/(1 + q²c²) ≤ 1.

Equality occurs at q = 1/c, about 0.0073 bohr. There φ†φ = χ†χ, so S = 0. The two spin directions are orthogonal, so P = 0, and the current is null. The bound is guaranteed when current and density are built from the same four-component spinor or, by (10), from the same sum over such spinors.

The numerical output below lists the bilinears, the angular dependence and the trend with Z.

Computed values

```
Hand example, spinor (2, 0, 1+i, i), dimensionless
  n = 7.0
  u = [0. 4. 4.]
  h = 4.0
  s = [2. 2. 5.]
  S = 1.0
  P = 4.0
  m = [-2. -2.  3.]
  d = [4. 0. 4.]
  n^2 - u^2 = 17.000000
  S^2 + P^2 = 17.000000
Largest |u|/n in 300 random spinors = 0.998359
Speed of light c = 137.035999 a.u.
1s ion: Z = 80, Z/c = 0.583788, gamma = 0.811906
Small/large radial ratio = 0.322196
Energy minus c^2 = -3532.1921 hartree
Norm by quadrature = 1.00000000
Worst relative Dirac residual = 2.2e-12
Sample radius 1/Z = 0.012500 bohr
theta/deg  speed/a.u.  |u|/n     S/n       P/n
    90      80.0000   0.583788  0.811906  0.000000
    60      69.2820   0.505575  0.811906  0.291894
    30      40.0000   0.291894  0.811906  0.505575
     0       0.0000   0.000000  0.811906  0.583788
At the sample radius on the equator:
  density n = 23349.14 bohr^-3
  current |j| = 1.8679e+06 a.u.
  bound c n = 3.1997e+06 a.u.
  rest-frame density = 18957.31 bohr^-3
  speed = 1.7502e+08 m/s
Equatorial speed against nuclear charge:
  Z =  1:   1.0000 a.u., |u|/n = 0.007297
  Z = 20:  20.0000 a.u., |u|/n = 0.145947
  Z = 40:  40.0000 a.u., |u|/n = 0.291894
  Z = 60:  60.0000 a.u., |u|/n = 0.437841
  Z = 80:  80.0000 a.u., |u|/n = 0.583788
Filled 1s pair, no repulsion, theta = 60 deg:
  |U|/N = 0.000000
  (N^2 - U^2)/N^2 = 1.000000
  (S^2 + P^2)/N^2 = 0.659191
```
